# Trap spacing of a chalcogenide selector from one current ratio

**Question**

I have two subthreshold readings on a 20 nm amorphous chalcogenide selector at 300 K. The current at 1.5 V is 20 times the current at 0.75 V. I am told that conduction is trap-limited and follows a hyperbolic sine of voltage, and I am asked for the distance between neighbouring traps.

I am stuck on three things. I know neither the trap density, the device area nor the activation energy, so the prefactor is unknown. I am not sure whether the full trap spacing or half of it belongs in the argument of the sinh. And if I do get a length, is it really a distance between traps, or just a fitting parameter?

**Answer**

The prefactor cancels, half the spacing belongs in the argument, and the length is a distance only under conditions that your two readings cannot confirm.

**Where the sinh and the half come from**

Take equally spaced traps a distance $s$ apart along the current, in a film of thickness $L$ with uniform field $F=V/L$. I use positive magnitudes for $q$, $F$ and $V$, and call "forward" the direction in which the field lowers the electron's energy. At zero field a barrier $E_a$ separates neighbouring traps, with its top midway between them.

At distance $d$ forward of a trap, the field lowers the energy by $qFd$. The barrier top is at $d=s/2$, so a forward hop faces

$$E_a-\frac{qFs}{2}.$$

The next trap is lowered by $qFs$ and the top by only $qFs/2$. A backward hop from that trap therefore faces

$$\left(E_a-\frac{qFs}{2}\right)-(-qFs)=E_a+\frac{qFs}{2}.$$

That is the origin of the half: an electron gains the energy of half a spacing before it reaches the top.

Let $\nu$ be the attempt rate, and let all traps be equally occupied. The net hopping rate per electron is forward minus backward:

$$\nu e^{-E_a/kT}\left(e^{qFs/2kT}-e^{-qFs/2kT}\right)=2\nu e^{-E_a/kT}\sinh\frac{qFs}{2kT}.$$

A layer of traps holds $ns$ electrons per unit area, where $n$ is the density of electrons taking part. Multiplying by $q$, the area $A$ and $ns$ gives

$$I=I_0\sinh x,\qquad I_0=2qAns\,\nu e^{-E_a/kT},\qquad x=\frac{qVs}{2kTL}.$$

If $n$ and the temperature do not change with voltage, neither does $I_0$.

**Removing the prefactor**

Let $V_1=0.75$ V and let $x_1$ be the value of $x$ there. Doubling the voltage doubles $x$, so

$$R=\frac{I(2V_1)}{I(V_1)}=\frac{\sinh 2x_1}{\sinh x_1}=\frac{2\sinh x_1\cosh x_1}{\sinh x_1}=2\cosh x_1.$$

The unknown prefactor has dropped out, and with it the trap density, the area and the activation energy. Since $\cosh x$ rises steadily from 1 for $x>0$, there is one positive solution if $R>2$, and none if $R<2$:

$$s=\frac{2kTL}{qV_1}\,\operatorname{arccosh}\frac R2.$$

The value $R=2$ is the ohmic limit $x_1\to0$. A measured ratio close to 2 gives only an upper bound on $s$: for this film and these voltages, $R\le2.05$ would mean $s\le0.31$ nm.

**The numbers**

For $R=20$,

$$x_1=\operatorname{arccosh}10=\ln\left(10+\sqrt{99}\right)=2.993.$$

With $kT=0.025852$ eV, $kT/q$ is 0.025852 V, and

$$s=\frac{2(0.025852\ \mathrm{V})(20\ \mathrm{nm})(2.993)}{0.75\ \mathrm{V}}=4.13\ \mathrm{nm}.$$

So the inferred spacing is **4.1 nm**, or 41 Å.

As a test, I took a ring of six traps with this spacing and tent-shaped barriers 0.35 eV high, found each barrier top numerically, and solved the steady-state rate equations at both fields. The current ratio came out as 20.000.

Backward hops hardly matter here. Their rate relative to forward hops at 0.75 V is $e^{-2x_1}=0.0025$. Dropping them turns $R=e^{x_1}+e^{-x_1}$ into $R\simeq e^{x_1}$, so $x_1\simeq\ln 20$, which still gives 4.13 nm.

**Errors in the readings**

Differentiating the result for $s$ gives

$$\frac{ds}{s}=\frac{dR}{x_1\sqrt{R^2-4}}.$$

The logarithmic dependence makes the inference forgiving: $R=18$ gives 3.98 nm and $R=22$ gives 4.26 nm.

Voltage lost at the contacts matters according to how it scales. When forward hops dominate, $I\propto e^{qVs/2kTL}$, and for two general voltages

$$s\simeq\frac{2kTL\ln R}{q(V_2-V_1)}.$$

A constant loss cancels in $V_2-V_1$: losing 0.10 V at both readings gives 4.12 nm. A loss of 10% of each voltage shrinks the difference by 10%, and the spacing becomes 4.59 nm.

Heating also adds current. If the film is 5 K warmer at 1.5 V only, and $E_a=0.35$ eV, the spacing that fits $R=20$ is 3.95 nm.

**Is it really a distance?**

*Unequal gaps.* Suppose the gaps alternate 30% above and below a mean of 4.13 nm, with the field and zero-field barriers kept the same for all gaps. With forward hops only, the steady flow $J=p_if_i$ is equal across every gap, where $p_i$ is the occupation and $f_i$ the hopping rate. Hence $p_i=J/f_i$, and for a fixed total occupation

$$J\propto\frac{1}{\sum_i 1/f_i},\qquad f_i\propto e^{qFs_i/2kT}.$$

The slowest hops, across the short gaps, dominate the sum, and their rate grows least with field. The full calculation, including backward hops, gives a ratio of 9.2. The formula would then report 3.05 nm although the mean is still 4.13 nm.

*Coulomb barriers.* The derivation needs the top to stay at the midpoint. A tent-shaped barrier does this while its side is steeper than the field, $2E_a/s>qF$. With $E_a=0.35$ eV the side corresponds to 1.70 MV/cm, against an applied 0.75 MV/cm at 1.5 V, so the tent passes.

Two attractive Coulomb traps behave differently. With $C=q^2/(4\pi\varepsilon_0\varepsilon_r)$, the energy between them is

$$U(r)=-\frac Cr-\frac C{s-r}-qFr.$$

Setting $dU/dr=0$ puts the top where

$$\frac{C}{r^2}-\frac{C}{(s-r)^2}=qF.$$

The left side is zero at $r=s/2$ and grows as $r$ decreases, so a larger field pulls the top towards the starting trap. The electron then gains less than $qFs/2$ on its way up, and the current grows more slowly. At $s=4.13$ nm the predicted ratio is 10.3, 7.5 or 5.7 for $\varepsilon_r=6$, 10 or 15. For $\varepsilon_r=10$ the largest ratio found for any spacing from 1 to 60 nm is 10.5, so at that permittivity a Coulomb pair cannot explain your factor of 20 within that range, as long as the current is just the net hopping rate over this barrier. For $\varepsilon_r=6$ the largest ratio is 20.9, so a factor of 20 can be reached, but only at spacings above about 14 nm, which is most of the film thickness.

For an isolated Coulomb trap, drop the second centre. The top is at $r=\sqrt{C/qF}$, and substituting gives $U=-2\sqrt{CqF}$. Neglecting backward hops, and taking the current to be proportional to the escape rate with no further dependence on field,

$$\ln R=\frac{2\sqrt{Cq}}{kT}\left(\sqrt{F_2}-\sqrt{F_1}\right).$$

There is no $s$ in this expression, yet $\varepsilon_r=6.2$ gives $R=20$. The usual Poole–Frenkel law also multiplies the escape rate by a drift factor proportional to $F$; that adds $\ln 2$ to $\ln R$, and then $\varepsilon_r=10.5$ gives $R=20$. Your two readings therefore cannot tell a spacing of 4.1 nm from isolated traps that say nothing about spacing.

*Tunnelling.* An electron can also pass through the barrier. For a tent, at an energy $w$ below the top, the WKB probability is $e^{-G}$, where $G$ is twice the integral of the decay constant over the two sloping sides:

$$G=\frac{2\sqrt{2m}}{\hbar}\,\frac23\,w^{3/2}\left(\frac1{2E_a/s-qF}+\frac1{2E_a/s+qF}\right).$$

I compared two estimates, both with $E_a=0.35$ eV and $s=4.13$ nm held fixed. One allows tunnelling from thermally populated states at all energies between the trap level and the top. The other allows it from the trap level alone, with the same attempt rate as the thermal hop.

- For $m=0.3\,m_e$, the first estimate multiplies the over-barrier rate by 233 at 0.75 V and by 65 at 1.5 V. The ratio falls from 20 to 5.6. The second estimate gives 6.8.
- For $m=m_e$, the first estimate gives a ratio of 11.8 and the second gives 21.9.

The ratio falls when tunnelling multiplies the smaller current by more than the larger one. This tunnelling is not confined to the thin tip of the tent: in the first estimate, electrons cross on average about 70% of the way down from the top to the trap level for $m=0.3\,m_e$, and about 40% for $m=m_e$. Of these four cases, only the heavier mass with tunnelling from the trap level alone keeps the ratio near 20. These are rough estimates. Replacing $e^{-G}$ by $1/(1+e^{G})$ moves the ratios of the first estimate from 5.6 to 5.3 and from 11.8 to 11.5. Both estimates also ignore quantisation in the trap: for $m=0.3\,m_e$ the lowest level of a tent-shaped well lies about 0.14–0.15 eV above its bottom, higher than the mean crossing energy of about 0.07 eV. Other shapes would give other numbers.

**What to measure next**

Take a third reading at 1.125 V. The sinh law predicts

$$\frac{I(1.125\ \mathrm V)}{I(0.75\ \mathrm V)}=\frac{\sinh(1.5x_1)}{\sinh x_1}=4.48,$$

while the isolated Coulomb traps fitted to the same $R$ predict 5.08. The second value is about 13% larger than the first, so the currents must be known better than that. (With the drift factor $F$ included, isolated traps predict 5.23.) A result near 4.5 would favour the sinh law over isolated traps, but it would not show that the gaps are equal: gaps alternating 30% about a mean of 5.8 nm also give $R=20$, and they predict 4.56. Nor would a value between the two predictions settle the matter: if the spacing in the first tunnelling estimate is refitted to $R=20$ with $E_a=0.35$ eV, it becomes 6.1 nm for $m=0.3\,m_e$ and 4.9 nm for $m=m_e$, and the third reading is then predicted to give 4.79 and 4.67.

Changing the temperature is less useful for this choice. With $s$ fixed, $x_1\propto1/T$, and the sinh law predicts that $R$ falls to 13.1 at 350 K. But $\ln R$ is also proportional to $1/T$ for isolated traps, and $x_1\simeq\ln R$ here, so the two models predict nearly the same fall, 13.1 against 13.0. With the drift factor $F$, isolated traps give 14.4 instead, only 10% above the sinh value. A wrong temperature dependence would count against both.

**Beside a real selector**

A film of 20 nm read at around a volt is in the rough range of ovonic threshold selectors made from amorphous chalcogenides. An activation energy of a few tenths of an eV is also a rough typical size, and 0.35 eV is my choice within it. Both readings must lie below threshold switching, which you should confirm for your composition, since 0.75 MV/cm is not a small field. Real amorphous films break the assumption of equal spacing; the 30% example moved the reported value from 4.1 to 3.05 nm. The film is also only $L/s\approx4.8$ hops thick, so a smooth average over many traps is doubtful. The estimate $s^{-3}\approx1.4\times10^{19}$ cm$^{-3}$ for the trap density further assumes the same spacing in all three directions.

I would report it as "an effective intertrap spacing of 4.1 nm, assuming the sinh law".

## Computed results

```
Film thickness: 20.0 nm; temperature: 300 K
Voltages: 0.75 V and 1.50 V; current ratio: 20.0
Thermal energy kT: 0.025852 eV
Fields: 0.375 and 0.750 MV/cm
x1 = arccosh(R/2): 2.99322
Inferred trap spacing: 4.1270 nm = 41.27 angstrom
Ratio from master equation at this spacing: 20.000000
Spacing from master equation by root finding: 4.1270 nm
Spacing if backward hops are dropped: 4.1304 nm
Backward/forward hop rate at V1: 0.00251
Barrier lowering at V1, V2: 0.0774, 0.1548 eV
Hops across film L/s: 4.85
Rough trap density 1/s^3: 1.42e+19 cm^-3
Rough activation energy used for limits: 0.35 eV
Tent slope 2Ea/s: 1.696 MV/cm (as a field)
Sinh law, I(1.125 V)/I(0.75 V): 4.477
Sinh law, ratio I(V2)/I(V1) at 350 K: 13.086
Isolated Coulomb traps, eps_r giving the same R: 6.18
Isolated traps, I(1.125 V)/I(0.75 V): 5.081
Spacing if measured ratio is 18.0: 3.981 nm
Spacing if measured ratio is 22.0: 4.259 nm
Spacing with 5 K heating at V2 only: 3.949 nm
Spacing, constant 0.10 V contact drop: 4.123 nm
Spacing, 10% of voltage lost at contacts: 4.586 nm
Gaps alternating +/-30% about s: ratio 9.246
  spacing the formula would then report: 3.050 nm
Coulomb pair, eps_r 6: ratio at s 10.25
  largest ratio for spacings 1 to 60 nm: 20.86
Coulomb pair, eps_r 10: ratio at s 7.52
  largest ratio for spacings 1 to 60 nm: 10.53
Coulomb pair, eps_r 15: ratio at s 5.74
  largest ratio for spacings 1 to 60 nm: 6.84
Tunnelling, mass 0.3 m_e, total/over-barrier rate:
  continuum of energies at V1, V2: 233.40, 65.35
  trap level only at V1, V2: 52.573, 17.800
  ratio at s, continuum: 5.60; level only: 6.77
Tunnelling, mass 1.0 m_e, total/over-barrier rate:
  continuum of energies at V1, V2: 21.48, 12.72
  trap level only at V1, V2: 1.221, 1.338
  ratio at s, continuum: 11.84; level only: 21.91
```
